\section*{Bath, cluster and core orbitals of a Slater determinant, part 2}

Which environment orbitals, the bath, are tied to a fragment of a Slater determinant, and how many electrons do fragment and bath, together the cluster, hold? The determinant $|\Phi\rangle=a_1^\dagger\cdots a_N^\dagger|0\rangle$ has $N$ electrons in $L$ orthonormal spin orbitals, created by $c_p^\dagger$; its occupied orbitals span $\mathcal{O}$. The fragment $\mathcal{F}$ has dimension $n_F$, the environment $n_E=L-n_F$. For spin-diagonal $\gamma$, counts can be taken per spin.

The density matrix $\gamma_{pq}=\langle\Phi|c_q^\dagger c_p|\Phi\rangle$ obeys $\gamma^2=\gamma$ and has blocks $A$ (fragment), $D$ (environment) and $B$ (fragment to environment). Thus $B^\dagger B=A(1-A)$ and
\begin{equation}
DB=B(1-A). \label{eq:I2}
\end{equation}
Without zero singular values, $B=U\Sigma V^\dagger$, $\Sigma=\operatorname{diag}(s_1,\dots,s_{n_b})$, $U^\dagger U=V^\dagger V=1_{n_b}$. The bath $\mathcal{B}$ is the range of $B$, and $\mathcal{R}$ is its complement in the environment.

The orthonormal eigenvectors $v_i$ of $A$ have eigenvalues $\lambda_i$, with $0<\lambda_i<1$ for $i\le n_b$; $n_1=\dim(\mathcal{F}\cap\mathcal{O})$ are $1$ and $n_0=\dim(\mathcal{F}\cap\mathcal{O}^\perp)$ are $0$. Then
\begin{equation}
s_i^2=\lambda_i(1-\lambda_i),\qquad 0<s_i\le\tfrac12 .
\label{eq:s2}
\end{equation}
\begin{equation}
n_b=n_F-n_0-n_1 .
\label{eq:nb}
\end{equation}
\begin{equation}
b_i=\frac{Bv_i}{s_i},\qquad i=1,\dots,n_b,
\label{eq:bi}
\end{equation}
\begin{equation}
Db_i=\frac{DBv_i}{s_i}=\frac{B(1-A)v_i}{s_i}=(1-\lambda_i)\,b_i .
\label{eq:Db}
\end{equation}
With $f_i$ the fragment orbital $v_i$, $\gamma$ has eigenvalue $1$ on $o_i$ and $0$ on $w_i$:
\begin{equation}
o_i=\sqrt{\lambda_i}\,f_i+\sqrt{1-\lambda_i}\,b_i,\qquad w_i=\sqrt{1-\lambda_i}\,f_i-\sqrt{\lambda_i}\,b_i .
\label{eq:pair}
\end{equation}
The cluster has $L_{\rm cl}$ orbitals and $N_{\rm cl}$ electrons:
\begin{equation}
L_{\rm cl}=n_F+n_b=2n_b+n_0+n_1,\qquad N_{\rm cl}=\operatorname{tr}\gamma_{\rm cl}=n_b+n_1 .
\label{eq:count}
\end{equation}
\begin{equation}
n_b\le\min(n_F,\;n_E,\;N,\;L-N),
\label{eq:bound}
\end{equation}
In $\gamma$, $\mathcal{R}$ is decoupled from the cluster and consists of full (core) and empty orbitals. A normalized orbital with number operator $\hat n$ and mean $o=\langle\hat n\rangle$ obeys
\begin{equation}
\|(\hat n-o)|\Phi\rangle\|^2=\langle\hat n^2\rangle-2o\langle\hat n\rangle+o^2=o(1-o).
\label{eq:sharp}
\end{equation}

\subsection{When the cluster is half filled}

From \eqref{eq:count},
\begin{equation}
2N_{\rm cl}-L_{\rm cl}=n_1-n_0 .
\label{eq:half}
\end{equation}
The cluster is half filled if and only if $n_0=n_1$. The statement that fragment plus bath is half filled is thus conditional; the unconditional one is that the $2n_b$ paired orbitals hold $n_b$ electrons. The simplest case is $n_0=n_1=0$, in which $n_b=n_F$, $L_{\rm cl}=2n_F$ and $N_{\rm cl}=n_F$, whatever the filling $N/L$ of the whole system. By \eqref{eq:bound} it requires $n_F\le\min(N,L-N)$, which also implies $n_F\le n_E$, since adding the two inequalities gives $2n_F\le L$.

Two subspaces of dimensions $d_1,d_2$ in $\mathbb{C}^L$ intersect in at least $d_1+d_2-L$ dimensions, because their sum cannot exceed $L$ dimensions. Subspaces in general position intersect in no more than this forced dimension, so for a determinant without special structure
\begin{equation}
n_1=\max(0,\,n_F+N-L),\qquad n_0=\max(0,\,n_F-N).
\label{eq:generic}
\end{equation}
Inserting the four combinations in \eqref{eq:nb} gives $n_b=n_F$, $L-N$, $N$ or $n_F-(n_F-N)-(n_F+N-L)=n_E$, in each case the smallest entry of \eqref{eq:bound}, so the bound is reached in general position. The case $n_0=n_F-N>0$ arises when a large basis is used on a fragment of a system with few electrons: the cluster then contains all $N$ electrons, since $n_b+n_1=n_F-n_0=N$, and by \eqref{eq:half} it is less than half filled when $n_1<n_0$, in particular when $n_1=0$. A half-filled cluster with $n_0=n_1>0$ needs, in general position, $n_F-N=n_F+N-L$, that is $L=2N$ with $n_F>N$.

The numerical check tests \eqref{eq:s2}, \eqref{eq:nb}, \eqref{eq:Db}, \eqref{eq:count}, \eqref{eq:bound}, \eqref{eq:half} and \eqref{eq:generic} on 36 random complex determinants with $L=7$ and $n_F,N=1,\dots,6$, taking $\gamma$ and the electron numbers from the explicit Fock-space vector. It finds $n_b=n_F$ in 12 cases, which agrees with $\sum_{N=1}^{6}\min(N,7-N)=1+2+3+3+2+1=12$, and half filling in 12 cases. The two counts coincide since $L=2N$ is impossible for odd $L$; the half-filled case with $n_0=n_1>0$ therefore rests on the derivation and is not among the tested ones. A determinant with $L=7$, $N=3$, $n_F=2$ and one fragment orbital filled by construction gives $n_b=1$, $n_1=1$ and 2 electrons in 3 cluster orbitals, one bath orbital fewer than general position would give.

\subsection{Degenerate singular values}

The map $\lambda\mapsto\lambda(1-\lambda)$ is two to one. If $A$ has both $\lambda$ and $1-\lambda$ as eigenvalues, the two singular values coincide, and a numerical routine may return any unitary mixture of the two singular vectors. The columns of $V$ then diagonalize $B^\dagger B$ without diagonalizing $A$, and the pair formulas \eqref{eq:pair} do not apply to the columns of $U$ and $V$ as returned. The subspace $\mathcal{B}$ is unaffected, and the electron count can be redone without choosing eigenvectors. Multiply \eqref{eq:I2} by $U^\dagger$ from the left and by $V$ from the right, and use $BV=U\Sigma$ and $U^\dagger B=\Sigma V^\dagger$:
\begin{equation}
U^\dagger DU\,\Sigma=\Sigma\,(1-V^\dagger AV)\quad\Rightarrow\quad U^\dagger DU=\Sigma\,(1-V^\dagger AV)\,\Sigma^{-1}.
\label{eq:deg1}
\end{equation}
The matrix $A$ commutes with $B^\dagger B=A(1-A)$, and $B^\dagger BV=V\Sigma^2$. Hence $V^\dagger AV\Sigma^2=V^\dagger AB^\dagger BV=V^\dagger B^\dagger BAV=\Sigma^2V^\dagger AV$, so $(V^\dagger AV)_{ij}(s_j^2-s_i^2)=0$. Nonzero elements connect only equal positive $s$, the matrix commutes with $\Sigma$ as well, and \eqref{eq:deg1} becomes
\begin{equation}
U^\dagger DU=1_{n_b}-V^\dagger AV .
\label{eq:deg2}
\end{equation}
The complement of the span of $V$ in the fragment is the kernel of $B$, on which $A$ has trace $n_1$. Therefore $N_{\rm cl}=\operatorname{tr}A+\operatorname{tr}U^\dagger DU=(\operatorname{tr}V^\dagger AV+n_1)+(n_b-\operatorname{tr}V^\dagger AV)=n_b+n_1$ for any valid decomposition.

\subsection{Implementation and the rank threshold}

The construction needs only the $n_F$ fragment columns of $\gamma$ and, for the core, the block $D$. A thin decomposition of $B$ gives $U$. The cluster basis is the $L\times L_{\rm cl}$ matrix $T=1_{n_F}\oplus U$, and the core density follows without constructing $\mathcal{R}$, from the block form of $D$:
\begin{equation}
\gamma_{\rm core}=D-U(U^\dagger DU)U^\dagger .
\end{equation}
When occupations or pair orbitals are wanted, they are taken from the eigenvectors of $A$ and \eqref{eq:bi}, for the reason given above.

In floating point the rank needs a threshold. Near $\lambda=0$, \eqref{eq:s2} gives $s\simeq\sqrt\lambda$, so a cutoff $\epsilon$ on $s$ corresponds to a cutoff $\epsilon^2$ on $\lambda$ and on $1-\lambda$. A rounding error $\eta$ in an eigenvalue that should be zero appears as $\sqrt\eta$ in $\sqrt{\lambda(1-\lambda)}$, whereas the decomposition of $B$ returns $s$ with an absolute error of order $\eta$; the rank is better decided from $B$. A bath orbital discarded at small nonzero $s_i$ has occupation $1-\lambda_i$. It joins the core if $\lambda_i\simeq0$, which raises the effective $n_0$ by one, and the empty orbitals if $\lambda_i\simeq1$, which raises the effective $n_1$ by one. The electron number given to the cluster solver has to follow \eqref{eq:count} with these effective values.

\section{The many-body state, the cluster Hamiltonian and the H$_4$ chain}

\subsection{Symbols and results taken over}

The determinant $|\Phi\rangle$ has $N$ electrons in $L$ orthonormal orbitals, $n_F$ of them on the fragment. Its density matrix $\gamma=\gamma^2$ has blocks $A$ (fragment), $D$ (environment) and $B$ (fragment to environment). The eigenvalues $\lambda_i$ of $A$, with orbitals $f_i$, comprise $n_0$ zeros, $n_1$ ones and $n_b=\operatorname{rank}B$ values strictly between. For the latter, $s_i^2=\lambda_i(1-\lambda_i)$, the bath orbital is $b_i=Bv_i/s_i$ with occupation $1-\lambda_i$, and $o_i=\sqrt{\lambda_i}f_i+\sqrt{1-\lambda_i}\,b_i$ is occupied. The cluster has $n_F+n_b$ orbitals and $n_b+n_1$ electrons; the rest $\mathcal{R}$ of the environment is decoupled in $\gamma$ and contains $N_{\rm core}=N-n_b-n_1$ full orbitals, the others being empty.

\subsection{Factorization of the determinant}

The orbitals $o_i$ ($n_b$ of them), the full fragment orbitals ($n_1$) and the core orbitals ($N_{\rm core}$) are mutually orthogonal eigenvectors of $\gamma$ with eigenvalue $1$, and there are $N$ of them. They form a second orthonormal basis of the occupied space, related to the first by $\tilde a_k^\dagger=\sum_l a_l^\dagger W_{lk}$ with a unitary $N\times N$ matrix $W$. In the product, terms with a repeated $l$ vanish since $(a_l^\dagger)^2=0$, the others are labelled by permutations $\pi$, and reordering the operators gives the sign of $\pi$:
\begin{equation}
\tilde a_1^\dagger\cdots\tilde a_N^\dagger=\sum_\pi W_{\pi(1)1}\cdots W_{\pi(N)N}\,\operatorname{sgn}(\pi)\;a_1^\dagger\cdots a_N^\dagger=\det W\;a_1^\dagger\cdots a_N^\dagger .
\end{equation}
With $|\det W|=1$, and with $f_i^\dagger$, $b_i^\dagger$ the creation operators of the orbitals of the same name,
\begin{equation}
|\Phi\rangle=e^{i\alpha}\prod_{i=1}^{n_b}\Big(\sqrt{\lambda_i}\,f_i^\dagger+\sqrt{1-\lambda_i}\,b_i^\dagger\Big)\;\hat F^\dagger\;\hat K^\dagger|0\rangle,
\label{eq:fact}
\end{equation}
where $e^{i\alpha}=1/\det W$, $\hat F^\dagger$ is the product of the creation operators of the $n_1$ full fragment orbitals and $\hat K^\dagger$ that of the core orbitals. Everything to the left of $\hat K^\dagger$ creates $n_b+n_1$ electrons in cluster orbitals, so the cluster electron number is an eigenvalue of the state and has no fluctuation.

\subsection{Schmidt form, entropy and fluctuations}

Expanding the product in \eqref{eq:fact} gives $2^{n_b}$ terms labelled by $n=(n_1',\dots,n_{n_b}')$, where $n_i'=1$ if $f_i^\dagger$ is chosen from factor $i$ and $n_i'=0$ if $b_i^\dagger$ is chosen; the prime separates these labels from the count $n_1$. The Fock space is identified with a tensor product by writing all fragment operators to the left of all environment operators. Bringing a term to this order moves each $b_i^\dagger$ to the right past every chosen $f_j^\dagger$ with $j>i$ and past the $n_1$ operators in $\hat F^\dagger$, each exchange giving $-1$:
\begin{align}
|\Phi\rangle&=e^{i\alpha}\sum_n(-1)^{\nu(n)}\sqrt{p_n}\;|n\rangle_F\otimes|\bar n\rangle_E,\\
p_n&=\prod_i\lambda_i^{n_i'}(1-\lambda_i)^{1-n_i'},\qquad \nu(n)=\sum_{i<j}(1-n_i')\,n_j'+n_1\sum_i(1-n_i'). \label{eq:pn}
\end{align}
Here $|n\rangle_F$ contains the chosen $f_i^\dagger$ in increasing order followed by $\hat F^\dagger$, and $|\bar n\rangle_E$ contains the chosen $b_i^\dagger$ followed by $\hat K^\dagger$. Different $n$ give different occupation patterns of orthonormal orbitals on each side, so both families are orthonormal. With the sign absorbed in $|\bar n\rangle_E$ this is a Schmidt decomposition with weights $p_n>0$ and rank $2^{n_b}$. All environment states that occur have the core filled, the empty orbitals empty, and an arbitrary pattern in the $n_b$ bath orbitals: they are the Fock space of the bath times the core. This is the sense in which $n_b\le n_F$ orbitals represent the environment of a determinant exactly.

The weights factorize as the probabilities of $n_b$ independent two-valued variables. Since $\ln p_n$ is a sum over $i$, and the sum over the other labels of their normalized factors gives $1$, the entanglement entropy is
\begin{equation}
\mathcal{S}=-\sum_np_n\ln p_n=-\sum_{i=1}^{n_b}\big[\lambda_i\ln\lambda_i+(1-\lambda_i)\ln(1-\lambda_i)\big]\le n_b\ln2,
\label{eq:S}
\end{equation}
with equality when all $\lambda_i=\tfrac12$, where also $s_i$ takes its largest value. The fragment electron number in term $n$ is $n_1+\sum_in_i'$, and the variances $\lambda_i(1-\lambda_i)$ of independent variables add:
\begin{equation}
\operatorname{Var}(\hat N_F)=\sum_i\lambda_i(1-\lambda_i)=\sum_is_i^2=\operatorname{tr}B^\dagger B .
\label{eq:var}
\end{equation}
The squared singular values thus add up to the mean-square fluctuation of the fragment electron number, which is not the same as a net charge transfer. If $b_i$ is removed from the cluster, the number operator of what remains is $\hat N_{\rm cl}-\hat n_{b_i}$. The first term is constant on $|\Phi\rangle$, so the variance is that of $\hat n_{b_i}$, which by \eqref{eq:sharp} with $o=1-\lambda_i$ is $s_i^2>0$. No bath orbital can be dropped with the cluster number staying sharp. The cost of a truncation at small $s_i$ follows from \eqref{eq:fact}: for $\lambda_i\ll1$, replacing $o_i$ by $b_i$ gives a determinant with overlap $\sqrt{1-\lambda_i}=1-s_i^2/2+O(s_i^4)$ with $|\Phi\rangle$. The numerical check tests the rank, the weights \eqref{eq:pn}, \eqref{eq:S}, \eqref{eq:var}, the variance after removal of each bath orbital and the unit modulus of the overlap in \eqref{eq:fact}, on the same determinants as before.

\subsection{Cluster Hamiltonian with frozen core}

In Hartree atomic units and in any orthonormal spin-orbital basis,
\begin{equation}
\hat H=E_{\rm nuc}+\sum_{pq}h_{pq}c_p^\dagger c_q+\frac12\sum_{pqtu}(pq|tu)\,c_p^\dagger c_t^\dagger c_uc_q,
\end{equation}
with $(pq|tu)=\int\!\!\int\phi_p^*(1)\phi_q(1)\,r_{12}^{-1}\,\phi_t^*(2)\phi_u(2)=(tu|pq)$. Use the basis of cluster, core and empty orbitals, and take matrix elements between states $\hat\Psi^\dagger\hat K^\dagger|0\rangle$, with $\hat\Psi^\dagger$ any polynomial in cluster creation operators. A term with an index on an empty orbital annihilates the bra or the ket. A term with core indices survives only if it restores the core, so the core orbitals created are those annihilated. The one-body term gives $\sum_kh_{kk}$ over core orbitals $k$ plus its cluster part. In the two-body term with one core orbital $k$ created and annihilated and two cluster indices there are four placements, and anticommuting $c_k^\dagger$ next to $c_k$ gives
\begin{align}
p=q=k:&\quad c_k^\dagger c_t^\dagger c_uc_k=+c_t^\dagger c_u\,\hat n_k, &
t=u=k:&\quad c_p^\dagger c_k^\dagger c_kc_q=+c_p^\dagger c_q\,\hat n_k,\nonumber\\
p=u=k:&\quad c_k^\dagger c_t^\dagger c_kc_q=-c_t^\dagger c_q\,\hat n_k, &
t=q=k:&\quad c_p^\dagger c_k^\dagger c_uc_k=-c_p^\dagger c_u\,\hat n_k .
\end{align}
With $\hat n_k\to1$ and $(pq|tu)=(tu|pq)$, the two terms in each line are equal after renaming indices, which cancels the factor $\tfrac12$ and leaves the one-body potential $\sum_k[(pq|kk)-(pk|kq)]$. With all four indices in the core, $c_k^\dagger c_l^\dagger c_lc_k=\hat n_k\hat n_l$ and $c_k^\dagger c_l^\dagger c_kc_l=-\hat n_k\hat n_l$ for $k\ne l$ give the constant $\tfrac12\sum_{kl}[(kk|ll)-(kl|lk)]$, in which the $k=l$ terms may be kept since they cancel.

For a closed-shell core of real spatial orbitals $\chi_k$, the Coulomb term receives both spins and the exchange term only the spin of $p$ and $q$. With the spin-summed core density $D^c=2\sum_k\chi_k\chi_k^T$ and spatial indices from here on,
\begin{align}
V^c_{pq}&=\sum_{tu}\Big[(pq|tu)-\tfrac12(pt|uq)\Big]D^c_{tu},\qquad h^{\rm cl}=T^T(h+V^c)\,T,\\
E_{\rm core}&=E_{\rm nuc}+\operatorname{tr}(D^ch)+\tfrac12\operatorname{tr}(D^cV^c),
\end{align}
and the two-electron integrals are transformed with $T$ on each index. This is the interacting-bath form of the cluster Hamiltonian, without a chemical potential.

By \eqref{eq:fact}, $|\Phi\rangle$ is one of the states between which this Hamiltonian has the same matrix elements as $\hat H$; the part of $\hat H|\Phi\rangle$ outside the frozen-core space is projected away. If $|\Phi\rangle$ is a Hartree--Fock solution, it is stationary under all orbital rotations and so under those within the cluster, and the cluster mean-field energy there is the Hartree--Fock energy of the whole system. If it is the lowest closed-shell determinant of the whole system, it is also the lowest one of the cluster, whose determinants are a subset. The exact cluster ground state obeys $E_{\rm FCI}\le E_{\rm cl}\le E_{\rm RHF}$ by the variational principle, the cluster space lying inside the full space and containing $|\Phi\rangle$. The bath is exact for the determinant only: $E_{\rm cl}$ is a complete-active-space energy with a frozen core. It is also a different quantity from the total energy of density matrix embedding theory, which is assembled from fragment contributions.

The cluster is half filled only when $n_0=n_1$, the determinant factorizes exactly into a cluster part and a filled core, and this gives the entanglement entropy and a frozen-core cluster Hamiltonian. What remains is to work this out for the H$_4$ chain and to see what fails when the density matrix is not idempotent.
